\section*{DFT+U Forces from Moving Projectors and Energy Jumps Between Occupation Matrices}

Consider one spin channel with occupied orthonormal orbitals $\psi_i$, clamped classical nuclei at positions $\mathbf R_I$, and one correlated site with orthonormal projector functions $\phi_m$. The occupation matrix and the rotationally invariant DFT+U energy are
\begin{equation}
n_{mm'}=\sum_i\langle\phi_m|\psi_i\rangle\langle\psi_i|\phi_{m'}\rangle,\qquad
E=E_{\rm DFT}+\frac U2\,\mathrm{Tr}\,[n(1-n)] .
\end{equation}
Occupations are zero or one, and $U$ is a fixed number. Further sites or spin channels add terms of the same form. If $U$ depended on the geometry, the force would contain the further term $-\tfrac12(\partial U/\partial\mathbf R_I)\mathrm{Tr}[n(1-n)]$. Energies are given in eV, lengths in \AA{} and times in fs.

A small change of the occupation matrix changes the Hubbard energy by
\begin{equation}
\frac U2\,\mathrm{Tr}\,[\delta n-n\,\delta n-\delta n\,n]=\mathrm{Tr}\,[V\delta n],\qquad V=U\left(\tfrac12-n\right),
\end{equation}
because the trace is cyclic. If only the orbitals vary, the definition of $n$ gives
\begin{equation}
\mathrm{Tr}[V\delta n]=\sum_i\langle\delta\psi_i|\hat V|\psi_i\rangle+\text{c.c.},\qquad
\hat V=\sum_{mm'}|\phi_m\rangle V_{mm'}\langle\phi_{m'}| .
\end{equation}
The self-consistent orbitals therefore obey $(\hat H_{\rm DFT}+\hat V)\psi_i=\varepsilon_i\psi_i$, where $\hat H_{\rm DFT}$ contains the kinetic operator $-(\hbar^2/2m_e)\nabla^2$.

Now let a nucleus move. In a basis that does not depend on the nuclear positions, such as plane waves in a fixed cell, the response of the orbitals contributes
\begin{equation}
\sum_i\langle\partial\psi_i|\hat H_{\rm DFT}+\hat V|\psi_i\rangle+\text{c.c.}
=\sum_i\varepsilon_i\,\partial\langle\psi_i|\psi_i\rangle=0,
\end{equation}
since the norm stays equal to one. What remains is the explicit dependence on $\mathbf R_I$. The Hubbard part of the force is
\begin{equation}
\mathbf F_I^U=-\mathrm{Tr}[V\partial_I n]
=-2\,\mathrm{Re}\sum_i\sum_{mm'}V_{m'm}\langle\partial_I\phi_m|\psi_i\rangle\langle\psi_i|\phi_{m'}\rangle ,
\label{force}
\end{equation}
where $\partial_I n$ differentiates the projectors and leaves the orbitals fixed. The factor two comes from the two projectors in $n$, whose contributions are complex conjugates because $V$ is Hermitian. For a rigid atomic function $\phi_m(\mathbf r-\mathbf R_I)$ the derivative is $\partial_I\phi_m=-\nabla\phi_m$.

Atomic functions on neighbouring atoms overlap, and they can be orthogonalized before use. Let $\chi_k$ be the raw functions, $O_{kl}=\langle\chi_k|\chi_l\rangle$, and $X=O^{-1/2}$. The Löwdin projectors and their derivatives are
\begin{equation}
\phi_m=\sum_k\chi_kX_{km},\qquad
\partial\phi_m=\sum_k(\partial\chi_k)X_{km}+\sum_k\chi_k\,\partial X_{km}.
\end{equation}
The first term is called the carried part below and the second the Löwdin part. To find $\partial X$, differentiate $X^2=O^{-1}$:
\begin{equation}
(\partial X)X+X(\partial X)=-O^{-1}(\partial O)O^{-1}.
\end{equation}
In the eigenbasis of $O$, with eigenvalues $o_a$, this reads $\partial X_{ab}(o_a^{-1/2}+o_b^{-1/2})=-\partial O_{ab}/(o_ao_b)$, so that
\begin{equation}
\partial X_{ab}=-\frac{\partial O_{ab}}{\sqrt{o_ao_b}\,(\sqrt{o_a}+\sqrt{o_b})}.
\end{equation}
The expression stays regular when two eigenvalues coincide. It fails when an eigenvalue tends to zero, because the raw functions are then linearly dependent. Since $X$ depends on every atom that carries a raw function, a neighbour without a Hubbard term of its own also feels a Hubbard force.

These formulas were tested on a one-dimensional ring of length 8~\AA{} with two electrons of one spin, two Gaussian wells 1.3~\AA{} apart, and the functional $\tfrac g2\int\rho^2dx$, $g=2$~eV\,\AA, in place of the Hartree and exchange-correlation energy. Atom~1 has an $s$-like and a $p$-like projector with $U=4$~eV. Atom~2 contributes one raw function to the orthogonalization. The forces in eV/\AA{} are
\begin{align}
F_1&=12.269-0.836+0.384=11.816,\\
F_2&=-11.556+0.123-0.384=-11.816,
\end{align}
up to rounding, where the terms are the ionic, carried and Löwdin parts. Both totals agree with finite differences of the self-consistent energy to all six printed decimals. The positive $F_1$ pulls atom~1 towards atom~2; the model has no repulsion between the nuclei.

The Löwdin parts are opposite because $O$ depends on the separation alone. Without them the Hubbard force on atom~1 would be $-0.836$ instead of $-0.452$~eV/\AA. The Hubbard forces on the two atoms add up to $-0.713$~eV/\AA, which the ionic parts cancel. Translational invariance holds only for the total, since moving the projectors past fixed orbitals is not a translation of the whole system.

If the basis functions themselves move, their overlap matrix $S$ contributes too. Take one electron with real coefficients $c$, a matrix $H$ for the part of the energy without $U$, and site functions that are orthonormal members of the basis. With $v=(Sc)_{\rm site}$ the occupation matrix is $n=vv^T$. The constrained functional is
\begin{equation}
\mathcal L=c^THc+\frac U2\mathrm{Tr}[n(1-n)]-\lambda(c^TSc-1).
\end{equation}
It is stationary in $c$ and $\lambda$, so its total derivative is the explicit one. With $\partial n=(\partial v)v^T+v(\partial v)^T$ at fixed $c$,
\begin{equation}
\partial E=c^T(\partial H)c-\lambda c^T(\partial S)c+2v^TV(\partial S\,c)_{\rm site}.
\end{equation}
Multiplying the stationarity condition by $c^T$ gives $\lambda=c^THc+v^TVv$. The second term is the overlap, or Pulay, contribution of the normalization. The third is the change of $n$ at fixed coefficients; $\partial S_{mk}$ contains the derivative of the projector $m$ and that of the basis function $k$. If only an atom without projectors moves, as in the example below, this term comes from its moving basis function alone.

This form is suited to a site with two orbitals, $a$ and $b$, and a ligand orbital $L$ at $(X,Y,0)$. Orbital $a$ is a $p$ function along $x$, $b$ is a $p$ function along $y$, and $L$ is an $s$ function, all built on Gaussians $g(\mathbf r)=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2}$, with $a=\sqrt2\,(x/\sigma)g$. The product of the two Gaussians is a Gaussian centred halfway between the atoms, multiplied by $e^{-(X^2+Y^2)/4\sigma^2}$. The mean of $x$ there is $X/2$, which gives
\begin{equation}
S_{aL}=\frac{X}{\sqrt2\,\sigma}e^{-(X^2+Y^2)/4\sigma^2},\qquad
S_{bL}=\frac{Y}{\sqrt2\,\sigma}e^{-(X^2+Y^2)/4\sigma^2}.
\end{equation}
The round model parameters are $\sigma=0.7$~\AA, $\varepsilon_a=3$, $\varepsilon_b=0$, $\varepsilon_L=2.5$ and $U=4$~eV, with $H_{mL}=\kappa S_{mL}$ and $\kappa=-12$~eV. The value of $\kappa$ belongs to this choice of energy zero, since a shift of the zero by $\delta$ changes $H$ by $\delta S$.

Let $p=v^Tv$ be the weight of the electron on the site. Then $n^2=pn$, and
\begin{equation}
E=\langle H\rangle+\frac U2\,p(1-p).
\label{pe}
\end{equation}
The Hubbard term does not depend on how the site weight is divided between $a$ and $b$, and it vanishes at $p=1$. On an isolated site the electron can thus turn from $a$ into $b$ without crossing a Hubbard barrier. For one electron, a Hubbard barrier between the two requires the site weight $p$ to change along the way. Here the ligand causes this, because it hybridizes with $a$ much more than with $b$.

Set $Y=0$ first. Reflection in $y$ then forbids matrix elements between $b$ and the other two orbitals. Let $\eta$ be a normalized combination of $a$ and $L$ with site weight $p_0$ and energy $h_0=\langle\eta|H|\eta\rangle$, and mix in $b$ with weight $w$. Then $p=p_0+w(1-p_0)$ and
\begin{align}
E(w)&=(1-w)h_0+w\varepsilon_b+\tfrac U2p(1-p),\\
E'(w)&=\varepsilon_b-h_0+\tfrac U2(1-2p)(1-p_0),\\
E''(w)&=-U(1-p_0)^2 .
\end{align}
For $p_0<1$ the energy is strictly concave in $w$, so a mixture with $0<w<1$ cannot be a minimum. The exceptional case $\eta=a$ is not stationary, because $a$ is coupled to the ligand. The candidates are pure $b$ and the states that are minima within the $a$--$L$ space; the lowest of these is called the hybrid. The hybrid is stable against $b$ if $E'(0)>0$, that is
\begin{equation}
\varepsilon_b-h_0+\tfrac U2(1-2p_0)(1-p_0)>0 .
\label{hyb}
\end{equation}

For the stability of $b$, orthogonalize the ligand orbital to $a$: $L'=(L-Sa)/\sqrt{1-S^2}$, with $S=S_{aL}$. Its coupling to $a$ and its energy are
\begin{equation}
t'=\frac{(\kappa-\varepsilon_a)S}{\sqrt{1-S^2}},\qquad
\varepsilon_L'=\frac{\varepsilon_L-2\kappa S^2+\varepsilon_aS^2}{1-S^2}.
\end{equation}
Give the orbital small amplitudes $q$ on $a$ and $r$ on $L'$. Normalization leaves weight $1-q^2-r^2$ on $b$, and $p=1-r^2$. To second order, \eqref{pe} becomes
\begin{equation}
E-\varepsilon_b=(\varepsilon_a-\varepsilon_b)q^2+2t'qr+\left(\varepsilon_L'-\varepsilon_b+\tfrac U2\right)r^2 .
\end{equation}
This quadratic form is positive if $\varepsilon_a>\varepsilon_b$ and
\begin{equation}
(\varepsilon_a-\varepsilon_b)\left(\varepsilon_L'-\varepsilon_b+\tfrac U2\right)>t'^2 .
\label{bstab}
\end{equation}
Thus $U$ protects $b$ by making it costly to move a fraction of the electron to the ligand.

With the model parameters, and for $X$ between 1.7 and 2.3~\AA, $b$ is stable above $X=1.910$~\AA{} and the hybrid is stable below $X=2.036$~\AA. Both limits were tested against numerical curvatures of the energy. In the middle of the window, at $X=1.973$~\AA, the overlap is $S=0.2735$. This gives $t'=-15(0.2735)/0.962=-4.27$~eV and $\varepsilon_L'=(2.5+27\times0.0748)/0.925=4.89$~eV. The left side of \eqref{bstab} is $3\times6.89=20.7$~eV$^2$ and the right side is $18.2$~eV$^2$, so $b$ is stable. At $U=0$ the left side would be $14.7$~eV$^2$, and $b$ would not be a minimum.

The extent of the bistability follows from the concavity. Along the line from a given $\eta$ to $b$, both ends are minima if $E'(0)>0$ and $E'(1)<0$. Since $E'(1)=E'(0)-U(1-p_0)^2$, this requires
\begin{equation}
0<E'(0)<U(1-p_0)^2 .
\end{equation}
The interval closes for $U\to0$ and also for $p_0\to1$, where the ligand plays no part. It is a necessary condition for two minima, because $\eta$ can relax on the way to $b$. At mid-window the hybrid has $p_0\approx0.637$, and the interval is $4\times0.363^2=0.53$~eV wide.

With the ligand displaced sideways by $Y=0.01$~\AA, descent from 200 random orbitals found one minimum at 1.75~\AA, two at mid-window and one at 2.20~\AA. It found one at mid-window with $U=0$, and one at 6~\AA{} with $U=4$~eV, where the ligand is practically decoupled. The last result also depends on $\varepsilon_L$. For an electron entirely on the ligand, \eqref{hyb} with $p_0=0$ reads $\varepsilon_b-\varepsilon_L+U/2>0$. Here the left side is $-0.5$~eV; a ligand level between 0 and 2~eV would have made the transferred electron metastable.

A trajectory does not search all minima. Here each self-consistent calculation starts from the previous occupation matrix. In the present model, iteration without damping goes downhill. Write the energy as a function of the density matrix $\rho$ of the electron. It is concave, because $n$ is linear in $\rho$ and $-\mathrm{Tr}\,n^2$ is concave. Hence, with $H_\rho$ the mean-field Hamiltonian,
\begin{equation}
E(\rho_{\rm new})\le E(\rho)+\mathrm{Tr}[H_\rho(\rho_{\rm new}-\rho)]\le E(\rho).
\end{equation}
The second inequality holds because $\rho_{\rm new}$ is the lowest state of $H_\rho$. When a followed minimum disappears, the iteration therefore ends in a state of lower energy. A general density functional is not concave, so this argument does not fix the sign of a jump there.

Symmetry can delay or suppress the jump. With $Y=0$ and $n=\mathrm{diag}(0,1)$, the matrix $V=\mathrm{diag}(U/2,-U/2)$ does not mix $b$ with the other orbitals. The iteration returns $b$ as long as its level $\varepsilon_b-U/2$ lies below both $a$--$L'$ levels, which requires
\begin{equation}
(\varepsilon_a-\varepsilon_b+U)\left(\varepsilon_L'-\varepsilon_b+\tfrac U2\right)>t'^2 .
\end{equation}
This is weaker than \eqref{bstab}. With the model parameters it reduces to $7(4.5+25S^2)>225S^2$, or $S^2<0.63$, while $S^2$ never exceeds $e^{-1}\approx0.37$, so the symmetric iteration returns $b$ at every $X$. A symmetric calculation can therefore remain at a stationary point that is no longer a minimum. To remove this trap the ligand is displaced sideways by $Y=0.01$~\AA.

The displacement also moves the jumps into the window. Let $q$ now be the amplitude of the state being mixed into the followed one. Near a stability limit the energy has the leading form $kq^2-\gamma q^4-fq$, where $k$ vanishes at the symmetric limit, $f$ is proportional to $Y$, and $\gamma>0$ because of the concavity. Stationarity demands $2kq-4\gamma q^3=f$. The largest value of the left side, at $q^2=k/6\gamma$, is $(4k/3)\sqrt{k/6\gamma}$. Once $f$ exceeds it the minimum is gone, although $k$ is still positive.

At mid-window the two self-consistent solutions, with elements in the order $(n_{aa},n_{ab},n_{bb})$, are $(0.001,0.030,0.999)$ and $(0.636,0.038,0.002)$. Their energies are $-0.0004$ and $0.0443$~eV. The force along $x$ on the hybrid branch is
\begin{equation}
F_X=-3.875+0.249-0.227=-3.854\ \text{eV/\AA},
\end{equation}
from the Hamiltonian, overlap and Hubbard terms, up to rounding. It pulls the ligand towards the site. On the $b$ branch it is $-0.007$~eV/\AA. Finite differences along each branch confirm both values.

If the ligand is moved inwards slowly from 2.20~\AA{} on the $b$ branch, the matrix changes between 1.926 and 1.924~\AA{} from $(0.023,0.149,0.967)$ to $(0.649,0.023,0.001)$. The energy drops by 0.143~eV, or $2.29\times10^{-20}$~J. On the way back the hybrid survives until it is lost between 2.014 and 2.016~\AA, with a drop of 0.202~eV, or $3.23\times10^{-20}$~J. Each drop includes the smooth change within a sweep step of 0.002~\AA, which at a slope near 4~eV/\AA{} can reach 0.008~eV.

The forces do not contain these drops. After the closed cycle the energy has its initial value, so the smooth changes and the jumps add up to zero. The smooth changes equal $-\oint F_X\,dX$, evaluated along the branches, and therefore
\begin{equation}
\oint F_X\,dX=\sum_{\rm jumps}\Delta E\approx-0.143-0.202=-0.345\ \text{eV}.
\end{equation}
Direct integration of the forces, leaving out the two sweep steps that contain the jumps, gives the same value. It is approximate because each drop includes the smooth change within its step. A force that is the derivative of the energy on every branch thus does non-zero work around a loop, because the branch depends on the history.

In molecular dynamics the same drops appear in the quantity that should be conserved. Let the ligand, of mass $M$, also be held by a spring of energy $W(X)$. On one branch
\begin{equation}
\frac{d}{dt}\left(\tfrac12M\dot X^2+W+E\right)=\dot X\,(M\ddot X+W'+E')=0 .
\end{equation}
At a jump $X$ and $\dot X$ are continuous while $E$ is not, so the total energy changes by $\Delta E$. The example has $M=16$~u and a spring constant of 50~eV/\AA$^2$ with rest position 2.0~\AA. The ligand starts at rest at 2.25~\AA{} on the $b$ branch, with total energy $\tfrac12\times50\times0.25^2=1.5625$~eV.

With a velocity Verlet step of 0.2~fs the total energy falls by 0.154~eV at 11.0~fs and by 0.212~eV at 31.2~fs. With 0.1~fs the drops are 0.147 and 0.205~eV, at almost the same times. The largest change in any other step decreases from $2.2\times10^{-4}$ to $5.8\times10^{-5}$~eV. Integration error therefore shrinks with the step, while the jumps persist and lie within 0.012~eV of the values of the slow sweep. Their limit for a vanishing step is the discontinuity at the point where the followed minimum disappears, which the sweep gives only up to the smooth change within its step. After 50~fs the finer run has 1.211~eV left, and the loss of 0.352~eV is the sum of its two jumps.

The remaining dependence of the jumps on the step has a simple origin. To leading order the Verlet step changes the kinetic energy by the average of the old and new forces times the displacement $\Delta X$. If the branch changes within the step, the error is at most about $\tfrac12|\Delta F\,\Delta X|$. At the first jump the kinetic energy is about $1.56-25\times0.075^2=1.42$~eV, which corresponds to 0.041~\AA/fs. With $\Delta F\approx3.9$~eV/\AA{} the estimate is 0.016~eV for the longer step and 0.008~eV for the shorter. The differences from the sweep, 0.011 and 0.004~eV, are compatible with it, although the sweep value itself can differ from the exact discontinuity by up to 0.008~eV.

The discontinuity belongs to the followed state and not to the lowest energy of the functional. The minimum of a continuous function over all normalized orbitals varies continuously with $X$. Starting the calculation from both matrices and keeping the lower result would change branch at 1.961~\AA, where the energies are equal. The force there still changes from $-0.01$ to $-3.86$~eV/\AA, so the lower envelope has a kink and the integrator needs a short step near it. In a calculation with more orbitals, a few starting matrices may miss the lowest solution. A sudden change of total energy that persists at a smaller time step and coincides with a sudden change of the occupation matrix points to a change of branch. It does not by itself show that the old minimum has disappeared, because a starting matrix far from the followed solution can also cause the switch. The complete values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
A: atom positions (A): [3.03 4.33]  U (eV): 4.0
A: well depths (eV): (40.0, 30.0)  well width (A): 0.5
A: projector width (A): 0.45  contact (eV A): 2.0
A: ring length (A): 8.0  grid points: 80  electrons: 2
A: n_ss, n_sp, n_pp: 0.9667 -0.0098 0.1293
A: atom 1 force, formula (eV/A): 11.816378
A: atom 1 force, difference (eV/A): 11.816378
A: atom 1 ionic part (eV/A): 12.268823
A: atom 1 Hubbard, carried part (eV/A): -0.836491
A: atom 1 Hubbard, Loewdin part (eV/A): 0.384047
A: atom 2 force, formula (eV/A): -11.816378
A: atom 2 force, difference (eV/A): -11.816378
A: atom 2 ionic part (eV/A): -11.555686
A: atom 2 Hubbard, carried part (eV/A): 0.123355
A: atom 2 Hubbard, Loewdin part (eV/A): -0.384047
B: e_a, e_b, e_L, coupling, U (eV): 3.0 0.0 2.5 -12.0 4.0
B: orbital width, ligand offset y (A): 0.7 0.01
B: symmetric path, b unstable below x (A): 1.9099
B: symmetric path, hybrid unstable above x (A): 2.0360
B: middle of window x_mid (A): 1.9730
B: overlap a-L at x_mid: 0.2735
B: minima at x=1.75, x_mid, 2.20 A: 1 2 1
B: minima at x_mid with U=0; at x=6 A with U: 1 1
B: b at x_mid, energy (eV): -0.0004
B: b n_aa n_ab n_bb: 0.0009 0.0299 0.9987
B: b F_x formula, difference (eV/A): -0.0069 -0.0069
B: b F_x parts H, overlap, Hubbard (eV/A): -0.0067 0.0011 -0.0013
B: hybrid at x_mid, energy (eV): 0.0443
B: hybrid n_aa n_ab n_bb: 0.6359 0.0381 0.0023
B: hybrid F_x formula, difference (eV/A): -3.8538 -3.8538
B: hybrid F_x parts H, overlap, Hubbard (eV/A): -3.8753 0.2487 -0.2272
B: inward jump between x (A): 1.926 1.924
B: inward energy jump: -0.1430 eV = -2.291e-20 J
B: inward before n_aa n_ab n_bb: 0.0230 0.1492 0.9672
B: inward after n_aa n_ab n_bb: 0.6488 0.0234 0.0008
B: outward jump between x (A): 2.014 2.016
B: outward energy jump: -0.2017 eV = -3.231e-20 J
B: outward before n_aa n_ab n_bb: 0.6132 0.1254 0.0257
B: outward after n_aa n_ab n_bb: 0.0003 0.0160 0.9996
B: loop work, sum of jumps (eV): -0.3447 -0.3447
B: branch crossing x (A): 1.9614
B: F_x there, b and hybrid (eV/A): -0.010 -3.859
MD: mass (u), spring (eV/A^2): 16.0 50.0
MD: rest x, start x (A), duration (fs): 2.0 2.25 50.0
MD dt=0.2 fs: start, end energy (eV): 1.5625 1.1966
MD dt=0.2 fs: jump times (fs): [11.  31.2]
MD dt=0.2 fs: jumps (eV): [-0.1542 -0.2116]
MD dt=0.2 fs: largest other step change (eV): 2.2e-04
MD dt=0.1 fs: start, end energy (eV): 1.5625 1.2106
MD dt=0.1 fs: jump times (fs): [10.9 31.1]
MD dt=0.1 fs: jumps (eV): [-0.1466 -0.2053]
MD dt=0.1 fs: largest other step change (eV): 5.8e-05
\end{verbatim}
